# Sodium 3s–3p Oscillator Strength of a Semilocal Pseudo-Atom

## Problem

A sodium atom is described in the local density approximation, nonrelativistically, with a spherical, spin-unpolarized density and the configuration $1s^2\,2s^2\,2p^6\,3s^1$. The correlation potential is the Perdew–Wang 1992 parametrization. The 3p orbital is empty and is a bound state of the same self-consistent potential. Atomic units are used: $\hbar=m_e=e=1$, lengths in bohr, energies in hartree.

A norm-conserving pseudo-atom replaces the potential by $V_s(r)$ for s waves and $V_p(r)$ for p waves. Both are screened, meaning that they contain the Hartree and exchange-correlation potentials. Beyond $r_c=3.0$ bohr they equal the all-electron potential. The pseudo-orbitals 3s and 3p are the lowest states of their channels. They have the all-electron energies, coincide with the all-electron orbitals beyond $r_c$, and hold the same charge inside it.

Write each orbital as $u(r)/r$ times a normalized angular function, with $\int_0^\infty u^2dr=1$ and $u>0$ at large $r$. Define

$$
R=\int_0^\infty u_p\,r\,u_s\,dr,\qquad
D=\int_0^\infty u_p\left(u_s'-\frac{u_s}{r}\right)dr .
$$

The data are

- $\omega=\varepsilon_p-\varepsilon_s=0.074929$ hartree, for both atoms;
- $R_{\rm AE}=4.37364$ bohr for the all-electron atom;
- $R=4.38420$ bohr and $D=-0.321791$ for the pseudo-atom.

Find the 3s–3p oscillator strength of the pseudo-atom (a) in length form, (b) with the momentum alone, and (c) with the full velocity. Compare each with the all-electron value and explain the differences.

## A tempting solution

The length form is $f=\tfrac23\omega R^2$. For the velocity form, the Hamiltonian is $p^2/2+V$. A potential commutes with position, so the velocity is the momentum, and parts (b) and (c) are the same question:

$$
f=\frac{2}{3}\frac{D^2}{\omega}
=\frac{2(0.321791)^2}{3(0.074929)}=0.921 .
$$

The length form gives 0.960. The two forms are known to disagree when orbitals are approximate, and pseudo-orbitals are approximate: they have lost their inner nodes. The gradient is sensitive to those nodes, so the velocity result must suffer. The disagreement is the unavoidable price of a smooth core.

## Where it fails

The argument contradicts itself. Length and velocity forms can disagree for approximate eigenstates of a given Hamiltonian. The pseudo-orbitals approximate the all-electron orbitals, but they are eigenstates of the *pseudo*-Hamiltonian, apart from numerical error. For eigenstates $H|s\rangle=\varepsilon_s|s\rangle$ and $H|p\rangle=\varepsilon_p|p\rangle$,

$$
\langle p|[H,z]|s\rangle
=\langle p|Hz|s\rangle-\langle p|zH|s\rangle
=(\varepsilon_p-\varepsilon_s)\langle p|z|s\rangle .
\tag{1}
$$

In the first term $H$ acts to the left, in the second to the right. Nothing here asks whether the orbitals have nodes. Within the pseudo-atom, the velocity $v_z=i[H,z]$ must therefore reproduce the length result. Since the momentum does not, the momentum is not the velocity.

The faulty step is "a potential commutes with position". That holds for multiplication by a function of position. The semilocal potential is instead

$$
\hat V=\sum_l V_l(r)\,\hat P_l ,
$$

where $\hat P_l$ projects the angular dependence at each radius onto angular momentum $l$. To find the s part of a function at one point, $\hat P_0$ averages it over the whole sphere through that point. The operator is local in radius but nonlocal in angle. In terms of its kernel,

$$
\langle\mathbf x|[\hat V,z]|\mathbf x'\rangle
=V(\mathbf x,\mathbf x')\,(z'-z),
$$

which vanishes for a local potential, where $\mathbf x=\mathbf x'$, but need not vanish when the potential connects different points of a sphere.

## Solution

### Length form

For light polarized along $z$, the oscillator strength of one electron, summed over the three 3p states, is

$$
f=2\omega\sum_m|\langle p_m|z|s\rangle|^2 .
$$

The s state is isotropic, so any other polarization gives the same sum. Only $p_z$ contributes, because $z$ times an s function has the angular dependence $\cos\theta$. With

$$
\psi_s=\frac{u_s}{r}\frac1{\sqrt{4\pi}},\qquad
\psi_{p_z}=\frac{u_p}{r}\sqrt{\frac{3}{4\pi}}\cos\theta,
$$

and $z=r\cos\theta$, the factor $r^2$ in the volume element cancels the two factors $1/r$:

$$
\langle p_z|z|s\rangle
=\frac{\sqrt3}{4\pi}\int\cos^2\theta\,d\Omega\int_0^\infty u_p r u_s\,dr
=\frac{\sqrt3}{4\pi}\,\frac{4\pi}{3}\,R=\frac{R}{\sqrt3}.
$$

Therefore

$$
f_{\rm length}=2\omega\frac{R^2}{3}=\frac23\,\omega R^2 .
\tag{2}
$$

The pseudo-atom and the all-electron atom give

$$
f_{\rm length}=\tfrac23(0.074929)(4.38420)^2=0.9602,
$$

$$
f_{\rm AE}=\tfrac23(0.074929)(4.37364)^2=0.9555 .
$$

The fourth decimal is kept to resolve the difference between two calculations in the same model. It does not measure the accuracy of the model for a real atom. The last digits also depend on the correlation parametrization: the Vosko–Wilk–Nusair and Perdew–Zunger fits shift $\omega$ by up to $10^{-4}$ hartree, $R_{\rm AE}$ by up to 0.003 bohr and $f_{\rm AE}$ by up to 0.0002, while the percentage errors quoted below move by at most 0.01 point.

### Momentum alone

The kinetic energy $T=-\tfrac12\nabla^2$ obeys

$$
[T,z]\psi=-\tfrac12\left(z\nabla^2\psi+2\,\partial_z\psi\right)
+\tfrac12 z\nabla^2\psi=-\partial_z\psi ,
\tag{3}
$$

so $i[T,z]=-i\partial_z=p_z$. This is the part of the velocity that the tempting solution kept.

Its matrix element needs the gradient of a spherical function, $\partial_z g(r)=g'(r)\cos\theta$. For $g=u_s/r$ the derivative is $g'=u_s'/r-u_s/r^2$. Multiplying by $r^2(u_p/r)$ gives $u_p(u_s'-u_s/r)$, and the angular integral is the one above. Hence

$$
\langle p_z|\partial_z|s\rangle=\frac{D}{\sqrt3}.
$$

To put a velocity into $f$, use $|\langle p_z|z|s\rangle|=|\langle p_z|v_z|s\rangle|/\omega$ from (1), so that $f=2|\langle p_z|v_z|s\rangle|^2/\omega$. Replacing $v_z$ by $p_z$ gives

$$
f_{\rm momentum}=\frac23\frac{D^2}{\omega}=0.9213 .
\tag{4}
$$

The arithmetic of the tempting solution was right. The number answers part (b), but not part (c).

### Full velocity

The commutator with $\hat V$ remains. The 3s orbital is a pure s wave, so $\hat V\psi_s=V_s\psi_s$. The function $z\psi_s$ is a pure p wave, so $\hat V(z\psi_s)=V_p\,z\psi_s$. Subtracting,

$$
[\hat V,z]\psi_s=V_p z\psi_s-zV_s\psi_s=(V_p-V_s)\,z\,\psi_s .
\tag{5}
$$

Projection on $p_z$ again produces the factor $1/\sqrt3$:

$$
\langle p_z|[\hat V,z]|s\rangle=\frac{C}{\sqrt3},\qquad
C=\int_0^\infty u_p\,(V_p-V_s)\,r\,u_s\,dr .
$$

The integrand vanishes beyond $r_c$, where the two potentials coincide. The Hartree and exchange-correlation potentials are the same in both channels and cancel in $V_p-V_s$, so the unscreened ionic pseudopotentials give the same $C$.

Multiplying (1) by $\sqrt3$ and inserting (3) and (5) gives the relation that links all three forms:

$$
\omega R=-D+C .
\tag{6}
$$

The minus sign comes from $[T,z]=-\partial_z$. Here $D$ is negative and $-D$ positive. The full-velocity oscillator strength is

$$
f_{\rm velocity}=\frac23\frac{(-D+C)^2}{\omega}
=\frac23\frac{(\omega R)^2}{\omega}=f_{\rm length}.
\tag{7}
$$

Direct quadrature of the commutator integral gives $C=0.006713$, and therefore

$$
-D+C=0.321791+0.006713=0.328504 .
$$

The separately computed length integral gives $\omega R=0.328504$, in agreement to all the digits shown. The answer to (c) is

$$
f_{\rm velocity}=\frac{2(0.328504)^2}{3(0.074929)}=0.9602 .
$$

Relative to the all-electron value, the length and full-velocity forms are both 0.48 % too high, while the momentum alone is 3.6 % too low.

## Two errors of different origin

The all-electron potential is a multiplicative function of position, so its commutator with $z$ is zero and $\omega R_{\rm AE}=-D_{\rm AE}$. Both sides are 0.327712 numerically. Subtracting this relation from (6), with the same $\omega$ in both atoms, gives

$$
(-D)-(-D_{\rm AE})=\omega(R-R_{\rm AE})-C .
\tag{8}
$$

The first term on the right is $\omega R-\omega R_{\rm AE}=0.328504-0.327712=0.000792$, so the right side is $0.000792-0.006713=-0.005921$. The left side is $0.321791-0.327712=-0.005921$ as well. Without intermediate rounding, both sides are $-0.005922$.

The first term is the error of the pseudo-atom's dipole. Since the orbitals agree outside $r_c$, it comes from inside. The core part of the dipole integral is 0.34482 bohr with all-electron orbitals and 0.35538 bohr with pseudo-orbitals. The difference, 0.01056 bohr, is the whole of $R-R_{\rm AE}$.

Norm conservation does not remove this difference. It fixes the two integrals

$$
\int_0^{r_c}u_s^2\,dr=0.28852,\qquad
\int_0^{r_c}u_p^2\,dr=0.07992,
$$

whereas the transition needs $\int_0^{r_c}u_p r u_s\,dr$, a product of different orbitals weighted by $r$. The effect on $f$ is small because the core supplies little of the dipole: $0.34482/4.37364$, or about 8 %. A core error of 3 % becomes 0.24 % of $R$, and squaring doubles it to 0.48 % of $f$.

The second term, $-C$, is the part of the velocity that was left out. It is more than eight times as large as the first and has the opposite sign.

The tempting solution was right in one respect. $D$ is computed from the orbitals, so it differs from $D_{\rm AE}$ because the core orbitals were changed. But the loss is not irrecoverable. The potential that makes the smooth orbitals eigenstates is itself nonlocal, and its commutator restores the missing amplitude. What remains is the dipole error. If the all-electron orbitals inside $r_c$ have been kept, that error can be removed too, by exchanging the core dipole integrals:

$$
4.38420-0.35538+0.34482=4.37364\ \text{bohr}.
$$

## Why a small commutator matters

From (6), $-D=\omega R-C$, so

$$
\frac{f_{\rm momentum}}{f_{\rm length}}
=\left(1-\frac{C}{\omega R}\right)^2 .
\tag{9}
$$

Here $C/(\omega R)=0.006713/0.328504=0.0204$. The ratio is 0.960, a deficit of 4.0 % relative to the pseudo-atom's own length form.

The quantity $C/R=0.00153$ hartree is an effective energy, and (9) compares it with the excitation energy, not with the depth of the potentials. A transition with a small $\omega$ is therefore vulnerable, unless $C/R$ is small as well.

A solvable case isolates the role of the operator. Start from an atom with a local potential and excitation energy $\omega_0$, and add a constant $\Delta$ to the potential seen by p waves, at every radius. Each p orbital remains an eigenfunction and its energy rises by $\Delta$; the s states do not change. Thus $R$ and $D$ keep their values, with $-D=\omega_0R$, while $\omega=\omega_0+\Delta$. Since $V_p-V_s=\Delta$, the commutator integral is $C=\Delta R$, and (6) reads

$$
(\omega_0+\Delta)R=\omega_0R+\Delta R .
$$

The momentum form is wrong by the factor $(1-\Delta/\omega)^2$, although no orbital has been altered. For small $\Delta$ it is too low if $\Delta>0$ and too high if $\Delta<0$. The sign found for sodium is thus not a general rule. When $\Delta=0$ the potential is local and all the forms agree.

## The sign of the sodium term

The channel potentials can be found by inverting the radial equation. In the Troullier–Martins construction the pseudo-orbital inside $r_c$ is $u=r^{l+1}e^{q(r)}$, where $q$ is an even polynomial up to $r^{12}$. Its seven coefficients are fixed by continuity of $q$ and its first four derivatives at $r_c$, by the core norm, and by zero curvature of the potential at the origin. If several solutions exist, the one with the smallest $r^2$ coefficient in magnitude is taken here.

The logarithmic derivative is $u'/u=(l+1)/r+q'$. Using $u''/u=(u'/u)'+(u'/u)^2$,

$$
\begin{aligned}
\frac{u''}{u}
&=-\frac{l+1}{r^2}+q''+\frac{(l+1)^2}{r^2}
+\frac{2(l+1)}{r}q'+q'^2\\
&=\frac{l(l+1)}{r^2}+\frac{2(l+1)}{r}q'+q''+q'^2 .
\end{aligned}
$$

The radial equation $-\tfrac12u''+[V_l+l(l+1)/(2r^2)]u=\varepsilon_l u$ then gives, since the centrifugal terms cancel,

$$
V_l=\varepsilon_l+\frac{l+1}{r}q'+\frac12\left(q''+q'^2\right).
$$

At the origin the result is $V_s(0)=0.541$ and $V_p(0)=-0.431$ hartree, so $V_p-V_s$ is negative there. Yet $C$ is positive. Both pseudo-orbitals are positive for $r>0$: inside $r_c$ by their exponential form, and outside because the outermost all-electron nodes lie at 1.04 and 1.15 bohr. A positive $C$ therefore requires $V_p-V_s$ to be positive somewhere inside $r_c$, so the difference changes sign. It does so near $r=1.9$ bohr. The origin itself carries no weight, since $u_s\propto r$ and $u_p\propto r^2$ make the factor $u_p r u_s$ vanish as $r^4$, but the negative region as a whole is not negligible: it contributes about $-0.012$ to $C$, against about $+0.018$ from the shell between 1.9 bohr and $r_c$. $C$ is what remains of this cancellation, and the values at the origin are a poor guide to both its sign and its size.

## Changing the core radius

The core radius is a choice made in the construction, not a property of sodium. Errors in $f$ relative to the all-electron value are:

| $r_c$ (bohr) | $C$ (a.u.) | Length or full velocity | Momentum alone |
|---|---:|---:|---:|
| 2.5 | 0.00794 | +0.46 % | −4.34 % |
| 3.0 | 0.00671 | +0.48 % | −3.58 % |
| 3.5 | 0.00511 | +0.39 % | −2.71 % |

Between 2.5 and 3.5 bohr the consistent forms vary by about 0.1 percentage point, the momentum-only form by 1.6. In this range the momentum error falls as $r_c$ grows, even though the nonlocal region becomes larger: $C$ depends on the potential difference as well as on the volume it occupies. Three radii do not establish a law: in the same construction $C$ is largest near 2.5 bohr and is negative at 1.8 and at 5.0 bohr, so not even its sign is a property of sodium. Nor would a smaller momentum error justify a larger core, because the full velocity removes the commutator error at each of these radii.

## What the field couples to

The commutator also belongs in the coupling to light. In the dipole approximation an electron in a uniform field $E(t)$ along $z$ has the Hamiltonian $H+Ez$. Choose $A(t)$ with $E=-\dot A$, absorbing the speed of light into $A$, and define $\psi'=e^{-iAz}\psi$. Differentiating $\psi'$ in time gives

$$
i\dot\psi'=\left[\dot A z+e^{-iAz}(H+Ez)e^{iAz}\right]\psi'
=e^{-iAz}He^{iAz}\,\psi' ,
$$

because $\dot Az+Ez=0$. To first order in $A$,

$$
e^{-iAz}He^{iAz}=H-iA[z,H]=H+A\,i[H,z]=H+A\,v_z .
$$

The field couples to the full velocity. Using $A\,p_z$ with a semilocal Hamiltonian leaves the potential untransformed, and the result then depends on the gauge in which the same field is written.

## Conditions

Equation (7) is guaranteed when both orbitals are eigenstates of the Hamiltonian that defines the velocity and $\omega$ is the difference of their eigenvalues. Suppose another energy $\omega'$, for instance a measured one, is put into the formulas while the orbitals are kept. The length form becomes $\tfrac23\omega'R^2$, but the velocity form becomes $\tfrac23\omega^2R^2/\omega'$. They differ by the factor $(\omega/\omega')^2$, even with the correct operator. Orbitals that are not converged in a finite basis can also break the equality, since (1) then no longer follows.

Agreement between length and full velocity is a necessary check that the operator, orbitals and energies belong together, but not a proof: for a single transition, orbitals that are not eigenstates can pass it by accident. Nor does it show that the pseudo-atom is accurate: here both forms share the same 0.48 % error. The all-electron value is itself a reference within one model. It describes an independent-particle transition at 0.0749 hartree (2.04 eV) and leaves out orbital relaxation, spin polarization, spin–orbit coupling and the response of the core to the field.

The numerical output below lists the orbital energies, integrals and oscillator strengths in more detail.

## Calculated quantities

```
Sodium, nonrelativistic spin-unpolarized LDA
3s energy = -0.103473 hartree
3p energy = -0.028544 hartree
omega = 0.074929 hartree = 2.0389 eV
outermost node of 3s = 1.04 bohr
outermost node of 3p = 1.15 bohr
all-electron R = 4.37364 bohr
all-electron omega*R = 0.327712 a.u.
all-electron -D = 0.327712 a.u.
all-electron f, length = 0.95553
all-electron f, momentum = 0.95553
Main pseudo-atom: rc = 3.0 bohr
V_s at origin = 0.54123 hartree
V_p at origin = -0.43106 hartree
core norm of 3s = 0.28852
core norm of 3p = 0.07992
core part of R, all-electron = 0.34482 bohr
core part of R, pseudo = 0.35538 bohr
pseudo R = 4.38420 bohr
pseudo omega*R = 0.328504 a.u.
pseudo -D = 0.321791 a.u.
commutator C = 0.006713 a.u.
full velocity -D+C = 0.328504 a.u.
omega*(R_pseudo-R_AE) = 0.000792 a.u.
momentum amplitude minus AE = -0.005922 a.u.
rc = 2.5 bohr: C = 0.007941 a.u.
  f, length = 0.95991; error against AE = +0.459 %
  f, momentum alone = 0.91406; error against AE = -4.340 %
  f, full velocity = 0.95991; error against AE = +0.459 %
rc = 3.0 bohr: C = 0.006713 a.u.
  f, length = 0.96015; error against AE = +0.484 %
  f, momentum alone = 0.92131; error against AE = -3.581 %
  f, full velocity = 0.96015; error against AE = +0.484 %
rc = 3.5 bohr: C = 0.005108 a.u.
  f, length = 0.95925; error against AE = +0.390 %
  f, momentum alone = 0.92964; error against AE = -2.710 %
  f, full velocity = 0.95925; error against AE = +0.390 %
```
